# Forcing Device Neutrality by Rescaling the Density Matrix

A molecule is joined to two metal wires, and the wires continue into electrodes. In a calculation with nonequilibrium Green functions (NEGF), the molecule and some atoms of each wire form the device region. The electrodes enter through self-energies and a Fermi level. In each iteration the Hamiltonian gives a density matrix, the density matrix gives a charge, and the Poisson equation turns the charge into a new Hamiltonian. Suppose the ion cores call for 14 valence electrons and the trace of the density matrix gives 15.7. One may let that number stand, or multiply the matrix by 14/15.7 and continue.

The case for multiplying is reasonable. A metallic junction should be nearly neutral. An excess of an electron or more in an early iteration produces a large potential, which can throw the iteration off course. In a closed molecule the electron number is prescribed, so restoring it seems like removing numerical noise. The loop then converges, and the reported charge is right. The belief is that a factor which repairs the norm leaves the physics alone.

It does so when the converged factor is one. Otherwise the loop has solved a different equation.

## What fixes the electron number

I take equilibrium, equal spin populations, an orthogonal basis with one orbital per atom, and electrostatics in mean field. Let \(V_i\) be the electrostatic potential energy of an electron on device atom \(i\), and let \(H=H_0+V\). With electrode self-energy \(\Sigma\), the retarded Green function and the density matrix per spin are

\[
G(E)=[E-H-\Sigma(E)]^{-1},\qquad
D=\int \frac{dE}{2\pi}\,f(E-\mu)\,i\,[G(E)-G^\dagger(E)] .
\]

Here \(f\) is the Fermi function and \(\mu\) the electrode Fermi level. The populations are \(n_i=2D_{ii}\), the factor 2 counting spin, and \(N=\sum_i n_i\). Once \(H\), \(\Sigma\) and \(\mu\) are given, no free normalisation remains. A closed molecule has a prescribed \(N\) and adjusts its chemical potential; an open device has a prescribed \(\mu\) and adjusts its \(N\).

Let \(n_i^0\) be the neutral populations, with sum \(N_0\). The Poisson equation with fixed electrode and gate potentials is linear, so self-consistency reads

\[
V=V_g+C\,(n[V]-n^0). \tag{1}
\]

\(V_g\) is the potential energy due to the gate alone, and \(C\) is the positive-definite matrix that converts excess electrons into potential energy. The rescaled loop instead seeks

\[
V=V_g+C\,(\lambda\,n[V]-n^0),\qquad \lambda=\frac{N_0}{N[V]} . \tag{2}
\]

Let \(V_s\) solve (2), and write \(n_s=n[V_s]\), \(N_s=N[V_s]\). Its hidden charge is the excess before division, \(Q_h=N_s-N_0\). To see how far \(V_s\) is from solving (1), subtract \(V_s\) from the right-hand side of (1) and use (2) for \(V_s\):

\[
V_g+C(n_s-n^0)-V_s=(1-\lambda)\,C n_s=\frac{Q_h}{N_s}\,C n_s , \tag{3}
\]

because \(1-\lambda=(N_s-N_0)/N_s\). The matrix \(C\) is invertible and \(n_s\) is not zero, so the right side vanishes if and only if \(Q_h=0\). Conversely, a neutral solution of (1) has \(\lambda=1\) and also solves (2). That is the whole domain in which the factor is harmless at convergence.

The residual printed by the rescaled loop belongs to (2). It can be driven as low as one likes while (3) stays large. The total printed after division is \(N_0\) whatever the physics, so neither number can give a warning.

In density-functional calculations the exchange-correlation potential adds a nonlinear term to (3). A converged \(\lambda=1\) remains sufficient for the two loops to agree; the "only if" above is proved for the linear electrostatics of (1).

## Why the charge error grows

The hidden charge is not the charge that the correct calculation would have had. Let \(V_*\) solve (1), with populations \(n\), total \(N\) and excess \(Q_*=N-N_0\). Write \(V_s=V_*+\delta\) and \(s=1-\lambda=Q_h/N_s\). Subtracting (1) from (2) gives

\[
\delta=C(n_s-n)-s\,C n_s .
\]

For small \(\delta\), \(n_s-n=-K\delta\) with \(K=-\partial n/\partial V\), the minus sign reflecting that a higher electron energy repels electrons. To first order \(n_s\) may be replaced by \(n\) in the term that already contains \(s\):

\[
(1+CK)\,\delta=-s\,Cn .
\]

Let \(\mathbf 1^T\) denote summation over atoms. The difference of the two raw charges is

\[
Q_h-Q_*=-\mathbf 1^TK\delta=s\,\mathbf 1^TK(1+CK)^{-1}C\,n .
\]

Since \(K(1+CK)=(1+KC)K\), we have \(K(1+CK)^{-1}=(1+KC)^{-1}K\). The matrix between \(\mathbf 1^T\) and \(n\) is therefore \((1+KC)^{-1}KC=1-(1+KC)^{-1}\), and

\[
Q_h-Q_*=s\,[N-F],\qquad F=\mathbf 1^T(1+KC)^{-1}n .
\]

To this order \(sN=Q_h\). The term \(Q_h\) cancels on both sides, leaving

\[
Q_h=\frac{N}{F}\,Q_* . \tag{4}
\]

\(F/N\) is the fraction of an added charge, distributed like \(n\), that survives screening. Normally an excess of electrons raises \(V\), and the higher \(V\) expels most of the excess. Rescaling removes the total excess before the Poisson equation sees it, and this restoring force disappears. Equation (4) needs small \(s\) and small \(\delta\), and it fails if \(F\) comes close to zero.

A single site shows the mechanism without linearisation. There \(\lambda n=N_0=n^0\), so (2) gives \(V=V_g\): the site responds as if it had no electrostatic energy of its own. For small charges the magnification is \(1+CK\).

## A junction with a gate

The example is a chain of 13 sites: six metal atoms, a molecule represented by one level, and six more metal atoms. The spacing is \(a=0.28\) nm and the hopping in the wires is \(t=1\) eV. The electrode band is half filled at \(\mu=0\). The molecular level lies at \(-1.2\) eV and couples to each wire by \(t_m=0.35\) eV. Each metal atom has one electron when neutral and the molecule has two, so \(N_0=14\). The temperature is 300 K.

For the electrostatics I use a wire of cross-section \(A=1\) nm² in vacuum, surrounded by a gate whose field decays along the wire over \(\Lambda=1\) nm. An excess of electrons curves the electron energy downward. In discrete form,

\[
2V_i-V_{i-1}-V_{i+1}+g\,(V_i-U)=\kappa\,(n_i-n_i^0), \tag{5}
\]

with

\[
g=\frac{a^2}{\Lambda^2}=0.0784,\qquad
\kappa=\frac{e^2a}{\epsilon_0A}=5.07\ \text{eV}.
\]

A gate voltage of \(+1\) V means \(U=-1\) eV. The potential is held at zero one spacing beyond each end atom. Inverting the left side of (5) gives \(C\) and \(V_g\).

The energy integral was evaluated as a sum over poles of a rational form of the Fermi function. Both loops used the same mixing scheme and stopped when the largest residual of their own equation was below \(10^{-9}\) eV. The transmission \(\mathcal T\) is taken at the supplied \(\mu\). \(V_m\) is the potential energy on the molecule.

| Case | Loop | Raw excess | \(V_m\) (eV) | \(\mathcal T\) |
|---|---|---:|---:|---:|
| Gate 0 V | plain | −0.0065 | −0.21 | 0.0296 |
| | rescaled | −0.0475 | −0.19 | 0.0307 |
| Gate +1 V | plain | +0.17 | −0.29 | 0.0274 |
| | rescaled | +1.70 | −1.09 | 0.0184 |
| Gate −1 V | plain | −0.18 | −0.14 | 0.0337 |
| | rescaled | −1.89 | +0.57 | 0.187 |

Without gate voltage the device is almost neutral, and the rescaled transmission is 4% above the plain one. The belief is nearly right here. Even so, the charge has grown about sevenfold. Equation (4), evaluated with the response matrix of the plain solution, gives \(N/F=7.29\). A separate pair of nonlinear solutions, with the enforced total set 0.001 electron below the true one, gives the same factor to three digits.

With the gate at \(+1\) V the raw total is \(14+1.695=15.695\), hence \(\lambda=14/15.695=0.892\). The loop converged in 19 iterations, against 10 for the plain loop. Yet when its unscaled density is put into (1), the equation is violated by up to 6.6 eV. First-order theory predicts a hidden charge of 1.24 electrons, 27% below the actual 1.70; at this size the linearisation is no more than a guide.

The physical conclusion changes as well. Between \(+1\) and \(-1\) V the plain transmission changes by a factor \(0.0337/0.0274=1.2\). The rescaled transmission changes by \(0.187/0.0184=10\). A junction whose metal wires screen the gate has been turned, on paper, into one whose transmission the gate changes tenfold.

## The long wire as a limit

A long uniform stretch of wire, far from its ends and from the molecule, shows where the false gate action comes from. For band energies \(V-2t\cos k\), counting both spins and taking the low-temperature limit,

\[
n=\frac{2}{\pi}\arccos\frac{V-\mu}{2t}
=1+\frac{2}{\pi}\arcsin\frac{\mu-V}{2t}
\approx 1+k_0(\mu-V),\qquad k_0=\frac1{\pi t}.
\]

With uniform \(V\) the differences in (5) cancel. At \(\mu=0\) the true equation becomes \(g(V-U)=-\kappa k_0V\), so

\[
V=\frac{g}{g+\kappa k_0}\,U .
\]

Here \(\kappa k_0=5.07/\pi=1.61\), and \(U=-1\) eV gives \(V=-0.046\) eV. The wire lets through about 5% of the gate potential. It holds \(k_0\times0.046=0.015\) extra electron per atom, which is real charge facing the gate.

In the rescaled loop every atom of a uniform wire is assigned exactly one electron. The right side of (5) is zero and \(V=U\): the gate is not screened at all. This is the limit of a wire that is uniform throughout. In a finite device the common factor also takes electrons from the molecule and the wire ends and places them in the rest of the wire, so \(V\) there can stay well short of \(U\). Only in a long wire does this surplus per atom become small. To first order the ratio of the hidden charge to the true charge is

\[
\frac{-k_0U}{-k_0V}=1+\frac{\kappa k_0}{g}=22 .
\]

The better the metal screens, the larger this factor. Doubling the density of states \(k_0\) at fixed \(\kappa\) and \(g\) would raise it to 42.

Longer buffers, which can cure a device region that is too short, therefore do not help in this case, where the gate also covers the added atoms. At a fixed gate voltage of \(+1\) V, with 4, 6, 10 and 14 metal atoms on each side, the plain \(V_m\) stays between \(-0.288\) and \(-0.292\) eV, while the plain transmission drifts from 0.0272 to 0.0289, about 6%, as the gated stretch of wire grows. The rescaled \(V_m\) runs through \(-0.77\), \(-1.09\), \(-1.39\) and \(-1.55\) eV. From 10 to 14 atoms per side, eight atoms are added. The plain charge grows by \((0.404-0.285)/8=0.015\) per atom, as the uniform wire predicts. The hidden charge grows by \((5.88-3.67)/8=0.28\) per atom.

The last two rescaled potentials lie well below the bare gate energy of \(-1\) eV. One contribution can be identified. A common factor acts on the full molecular level as well as on the wires. The molecule holds at most two electrons, so for six atoms per side it is assigned at most \(2\times0.892=1.78\). At least 0.22 electron is missing there; the converged value is 0.24, against 0.05 in the plain solution. Because (5) is linear, \(V_m\) splits into parts: for six atoms per side, \(-0.72\) eV from the bare gate, \(-2.04\) eV from the hole on the molecule and \(+1.67\) eV from the charge assigned to the wires. The hole pulls \(V_m\) down, and the wires offset most of it.

## The Fermi level that the Hamiltonian belongs to

One can ask at what Fermi level \(\mu_s\) the converged rescaled Hamiltonian would hold 14 electrons, with the electrode self-energies unchanged. For the gate at \(+1\) V a root search gives \(\mu_s=-0.35\) eV. The electrodes are at zero. Hamiltonian and electrodes disagree by 0.35 eV, about 14 times \(kT\) at room temperature. Real gate charge explains little of this: the plain solution at the same gate voltage gives \(\mu_s=-0.04\) eV.

The two loops also react differently to a faulty input. Let the gate be at 0 V, but supply the electrode Fermi level as \(\mu=0.3\) eV instead of zero, leaving the electrode bands in place. In the uniform wire the true equation is now \(gV=\kappa k_0(\mu-V)\), which gives

\[
V=\frac{\kappa k_0}{g+\kappa k_0}\,\mu=0.95\times0.3\ \text{eV}=0.29\ \text{eV}.
\]

The device follows the wrong Fermi level and nearly restores its internal alignment. In the full plain calculation the molecule rises by 0.28 eV, and the transmission is 5% below the value for the correct \(\mu\). An excess of 0.12 electron remains as a visible sign that something is wrong.

The rescaled loop does not follow. In the uniform wire its potential would stay at zero. In the full calculation the molecule even moves the other way, by \(-0.25\) eV relative to the rescaled run with correct \(\mu\). The transmission is 28% below the plain value for the correct \(\mu\), and a hidden charge of 1.00 electron is reported as none. The Hamiltonian would be neutral at \(\mu_s=0.06\) eV, not at the 0.3 eV for which its density matrix was computed.

Nor can the rescaled matrix be rescued by calling it the density matrix of another Fermi level. A change of \(\mu\) mainly alters states near \(\mu\); a factor alters every state in proportion, however deep. For the gate at \(-1\) V, \(\lambda=14/(14-1.893)=1.156\). The largest eigenvalue of the raw device density matrix is 1.000 per spin, so the rescaled matrix holds 1.156 electrons in a state that can hold one. No fermionic state has such a density matrix.

## How far the example reaches

The spacing, hopping and level position are in the rough range of a small molecule between gold contacts. Three choices are special: the electrodes are single-channel wires, the gate has a length scale of only 1 nm, and the electrostatic cross-section is 1 nm². A volt over about a nanometre is a field of the order of 1 V/nm, near the breakdown strength of silicon dioxide. The size of the false gate effect belongs to these parameters. With \(\Lambda=3\) nm the rescaled ratio of transmissions between \(-1\) and \(+1\) V falls from 10 to 1.4, and the plain one from 1.2 to 1.02. With \(A=0.1\) nm², closer to a chain one atom wide, the rescaled ratio rises to 55, and even without gate voltage the rescaled transmission is 18% above the plain one instead of 4%.

The model also leaves out effects that shift the transmission itself. At \(+1\) V, direct hopping of 0.02 eV between the two metal atoms beside the molecule, with the same sign as the other hoppings, lowers the plain value from 0.027 to 0.016, a change of 42%. (The opposite sign, not included in the range below, raises it to 0.042, and the rescaled value is then 18% lower than the plain one.) An added repulsion of 3 eV per electron on each atom lowers it to 0.022. Cooling to 77 K, or averaging the transmission over the thermal window at 300 K, changes it by less than 1%. In each of these variations the rescaled value stays below the plain one, by 32 to 54%. Spin polarisation, relaxation of the atoms, gold d bands and basis overlap are not included, so the absolute transmission should not be read as a prediction for a real junction.

## What to do with a wrong trace

The density that enters the Poisson equation should be the one that the Green function gives. If early iterations are unstable, the remedy is smaller steps or a better preconditioner for the mixing, which change the path and not the equation. Rescaling may be used in the first iterations if it is then switched off and the loop is converged without it.

The raw trace should be printed in every iteration, before anything is done to it. In a basis with overlap matrix \(S\), the trace \(2\,\mathrm{Tr}(DS)\) over the device block alone omits the charge in the overlap between device and electrode orbitals. The raw count must include these cross terms, or a neutral device can seem charged. It appears to lack electrons when the omitted overlap charge is positive, and to have too many when filled antibonding states make that charge negative. If the complete count differs from \(N_0\) at convergence, the difference needs a cause. Without a gate, the candidates include a Fermi level that does not fill the bulk electrode correctly, an inaccurate energy integral, a misaligned potential at the electrode boundary, and buffers too short to contain the screening charge. With a gate, a net charge is expected, and its size can be estimated as it was for the uniform wire. Size alone does not separate the two: here the gate at \(+1\) V gave 0.17 electron and the wrong Fermi level 0.12. The first is the answer to the problem posed, and the second is evidence of a mistake in posing it. Rescaling reports both as zero.
